# Exponential antimony trailing edge in silicon epitaxy and the thousandfold cap

## Problem

A silicon film grows by molecular-beam epitaxy on a (001) surface while antimony is supplied as a donor. Antimony tends to stay on the advancing surface, and only part of it is buried. At some moment the antimony flux is shut off and silicon growth continues. The crystal grown afterwards, called the cap, still takes up antimony from the surface. The concentration profile in the cap is the trailing edge of the doped layer.

Let \(z\) be the silicon thickness grown since shut-off, \(s(z)\) the number of antimony atoms per unit area on the surface at that stage, and \(c(z)\) the number per unit volume in the crystal just formed. Their ratio is given as constant:

\[
\frac{s}{c}=\Delta .
\]

Assume that after shut-off no antimony arrives or desorbs, that buried antimony does not move, and that growth may be treated as continuous.

1. Show that the trailing edge decays exponentially, and find its decay length.
2. Find the cap thickness that reduces \(c\) a thousandfold. Evaluate it for \(\Delta=20\) nm, a concentration at shut-off \(c_0=1.0\times10^{18}\ \mathrm{cm^{-3}}\) and a growth rate \(v=0.10\) nm/s.
3. Find where the antimony is when this cap is complete.
4. Examine what happens when the assumptions are relaxed, taking a growth temperature of 650 K. Does the electron density also fall a thousandfold?

## Solution

### 1. The shape of the edge

An areal density divided by a volume density is a length. Thus \(\Delta\) is the thickness of crystal, doped at concentration \(c\), that would hold as many atoms per area as the surface does.

When the film thickens by \(dz\), the new slice contains \(c\,dz\) antimony atoms per unit area. With no supply and no desorption, all of them come from the surface, so

\[
ds=-c\,dz .
\]

The minus sign records that burial depletes the surface. The given ratio means \(c=s/\Delta\), and therefore

\[
\frac{ds}{dz}=-\frac{s}{\Delta}
\quad\Longrightarrow\quad
\frac{ds}{s}=-\frac{dz}{\Delta}.
\]

Because \(\Delta\) is constant, integration from shut-off, where \(s=s_0\), gives

\[
\ln\frac{s(z)}{s_0}=-\frac{z}{\Delta},
\qquad
s(z)=s_0e^{-z/\Delta}.
\]

Dividing by \(\Delta\), and using \(s_0=\Delta c_0\), gives the buried profile:

\[
\boxed{c(z)=c_0e^{-z/\Delta}}
\]

The decay length is the given ratio itself. A larger \(\Delta\) means that each slice removes a smaller fraction of the surface antimony, so the edge is longer.

The growth rate does not appear. In time, \(ds/dt=-vs/\Delta\) and \(dz/dt=v\); dividing the first by the second cancels \(v\), even if \(v\) varies. This holds when \(\Delta\) is held fixed. If a change of growth rate alters \(\Delta\), the profile changes through \(\Delta\).

### 2. The thousandfold cap

Set \(c(z_{1000})=c_0/1000\):

\[
e^{-z_{1000}/\Delta}=\frac1{1000}
\quad\Longrightarrow\quad
\boxed{z_{1000}=\Delta\ln1000\approx6.908\,\Delta}
\]

For \(\Delta=20\) nm,

\[
z_{1000}=20\ \mathrm{nm}\times6.908=138\ \mathrm{nm}=1.38\times10^{-7}\ \mathrm{m}.
\]

Since \(\ln1000=3\ln10\), the cap consists of three equal steps of 46.05 nm, each lowering the concentration tenfold. At 0.10 nm/s it takes 1382 s, about 23 minutes.

The thickness for a given reduction factor does not depend on \(c_0\). If a particular final concentration \(c_t\) is required instead, the same logarithm gives \(z=\Delta\ln(c_0/c_t)\), which does depend on \(c_0\). Here the final concentration is \(1.0\times10^{15}\ \mathrm{cm^{-3}}\).

### 3. Where the antimony is

With \(\Delta=2.0\times10^{-6}\) cm, the surface density at shut-off is

\[
s_0=\Delta c_0=(2.0\times10^{-6}\ \mathrm{cm})(1.0\times10^{18}\ \mathrm{cm^{-3}})
=2.0\times10^{12}\ \mathrm{cm^{-2}}.
\]

A (001) silicon layer has \(6.78\times10^{14}\) sites per \(\mathrm{cm^2}\), so this is a coverage of 0.295 percent. The amount buried in a cap of thickness \(z\) is

\[
\int_0^z c_0e^{-z'/\Delta}\,dz'
=c_0\Delta\left(1-e^{-z/\Delta}\right)
=s_0\left(1-e^{-z/\Delta}\right).
\]

At \(z_{1000}\) the bracket is 0.999. The cap then holds \(1.998\times10^{12}\ \mathrm{cm^{-2}}\), and \(2.0\times10^{9}\ \mathrm{cm^{-2}}\) remains on the surface. Together they equal the initial supply. The surface density has also fallen a thousandfold, as the constant ratio requires.

### 4. Relaxing the assumptions

**Temperature.** The ratio for antimony depends strongly on growth temperature. As a rough local rule, let \(\Delta\) rise tenfold per 50 K. An error of 5 K then changes it by a factor \(10^{5/50}=1.26\). Growing 5 K hotter gives \(\Delta=25.2\) nm and a thousandfold cap of 174 nm; growing 5 K colder gives 15.9 nm and 110 nm. If the planned 138 nm were grown 5 K too hot throughout, starting from the surface density appropriate to that \(\Delta\), the reduction would be

\[
e^{138.16/25.18}\approx240
\]

instead of 1000. The exponential form survives a constant temperature error, but in general it does not survive a drift of \(\Delta\) during growth. In that case the atom balance gives \(s=s_0\exp[-\int_0^z dz'/\Delta(z')]\), and \(c=s/\Delta(z)\).

**Stray flux.** Suppose a leaking source supplies enough antimony to dope the crystal to \(c_f\) in steady growth. The balance becomes \(ds/dz=c_f-c\). Since \(s=\Delta c\),

\[
\frac{dc}{dz}=-\frac{c-c_f}{\Delta},
\qquad
c=c_f+(c_0-c_f)e^{-z/\Delta}.
\]

Solving for the thousandfold thickness gives

\[
z=\Delta\ln\frac{c_0-c_f}{c_0/1000-c_f}.
\]

For \(c_f=1.0\times10^{14}\ \mathrm{cm^{-3}}\), the cap grows by 2.1 nm. If \(c_f\ge c_0/1000\), no finite cap reaches the target.

**Atomic layers.** Let growth proceed in layers of thickness \(a\), with the ratio imposed after each layer. Conservation gives \(s_k+ac_k=s_{k-1}\). Substituting \(s_k=\Delta c_k\) and \(s_{k-1}=\Delta c_{k-1}\),

\[
c_k=\frac{c_{k-1}}{1+a/\Delta},
\qquad
c_k=c_0\left(1+\frac a\Delta\right)^{-k}.
\]

With \(z=ka\), this is an exponential of decay length \(a/\ln(1+a/\Delta)\), which is approximately \(\Delta+a/2\) for \(a\ll\Delta\). For \(a=0.136\) nm the cap, interpolated between layers, is 0.47 nm thicker. The sign depends on the convention: if each layer instead takes \(c_k=s_{k-1}/\Delta\), set by the surface density before it is grown, the cap is 0.47 nm thinner. Only the size of the correction is robust. The same bookkeeping with slices of 0.01 nm gives 138.19 nm, close to the continuous value of 138.16 nm.

**Desorption.** If surface atoms leave at rate \(k_d\), an extra loss \(k_ds\,dt=(k_d/v)s\,dz\) enters the balance:

\[
\frac{ds}{dz}=-\left(\frac1\Delta+\frac{k_d}{v}\right)s .
\]

The edge remains exponential but becomes steeper. A rough attempt rate of \(10^{13}\ \mathrm{s^{-1}}\) and a rough barrier of 2.5 eV give \(k_d=4.1\times10^{-7}\ \mathrm{s^{-1}}\) at 650 K. The burial rate \(v/\Delta\) is \(5.0\times10^{-3}\ \mathrm{s^{-1}}\), so the cap shortens by only about 0.01 nm. This estimate is exponentially sensitive to the barrier: with the same attempt rate, 2.2 eV would shorten the cap by 2.4 nm and 2.0 eV by 53 nm.

**Bulk diffusion.** A rough prefactor of 0.2 \(\mathrm{cm^2/s}\) and activation energy of 3.65 eV give a diffusion length \(\sqrt{2Dt}\) of order \(10^{-6}\) nm during cap growth. This estimate makes ordinary bulk diffusion negligible here; it does not cover a later high-temperature anneal.

**A ratio that depends on coverage.** Let \(N\) be the surface site density, and suppose that occupied sites change the ratio to \(s/c=\Delta(1-s/N)\). Then

\[
\frac{ds}{dz}=-\frac{s}{\Delta(1-s/N)} .
\]

The fractional loss per thickness now changes as the surface empties, so the edge is not a single exponential. Starting at half coverage, the first tenfold fall in \(c\) takes 25.9 nm and the third takes 45.7 nm. The latter is close to the constant-ratio value of 46.05 nm, because little antimony then remains. For the example's initial coverage of 0.295 percent, this model shortens the cap by only 0.12 nm.

### Electrons in the finished cap

The thousandfold fall concerns antimony atoms. Electrons can move from the heavily doped side into the cap. Consider 300 K, fully ionized donors, Boltzmann statistics and a relative permittivity \(\varepsilon_r=11.7\).

If the electron density \(n\) followed the donors as \(e^{-z/\Delta}\), electrons would diffuse towards the surface. With \(q\) the elementary charge, \(D_n\) the electron diffusion coefficient and \(\mu\) the mobility, zero electron current requires

\[
q\mu nE+qD_n\frac{dn}{dz}=0 .
\]

Using \(D_n=\mu k_BT/q\) and \(dn/dz=-n/\Delta\), the balancing field is

\[
E=\frac{k_BT}{q\Delta}.
\]

This constant field is compatible with local neutrality inside the exponential region, but not with an uncharged surface where the field must vanish. By Gauss's law, bringing the field to zero requires an excess of electrons per area

\[
\frac{\varepsilon_r\varepsilon_0E}{q}
=\Delta\,\frac{\varepsilon_r\varepsilon_0k_BT}{q^2\Delta^2}.
\]

The fraction on the right is the density at which the Debye length \(\sqrt{\varepsilon_r\varepsilon_0k_BT/(q^2n)}\) equals \(\Delta\). It is \(4.2\times10^{16}\ \mathrm{cm^{-3}}\), well above the donor density at the end of the cap. The electrons therefore cannot follow the donors all the way to this surface.

Solving the Poisson equation with zero field at the surface and deep in the doped layer gives \(1.06\times10^{16}\) electrons per \(\mathrm{cm^3}\) at the cap end, about 11 per donor. Here the layer below the shut-off plane is taken as uniformly doped at \(c_0\). Measured from deep in that layer, the electron density falls by a factor of about 94, not 1000; measured from the shut-off plane, where it is already down to \(0.90\times10^{18}\ \mathrm{cm^{-3}}\), the factor is about 85. With an isolated-donor level 43 meV below the conduction band, a donor degeneracy of 2 and an effective density of states of 2.8 to \(3.2\times10^{19}\ \mathrm{cm^{-3}}\), incomplete ionization deep in the layer would reduce the factor of 94 to between 73 and 75. This is a rough estimate, since an isolated level ignores screening at \(10^{18}\ \mathrm{cm^{-3}}\).

Both factors belong to an uncharged surface. With full ionization, a negative surface charge of only \(8.4\times10^{10}\) elementary charges per \(\mathrm{cm^2}\) is enough to end the field \(k_BT/(q\Delta)\) and restore the thousandfold fall. A negative charge of \(2\times10^{11}\) per \(\mathrm{cm^2}\) depletes the cap end to about \(6\times10^{12}\) electrons per \(\mathrm{cm^3}\), whereas a positive charge would draw more electrons there. Real silicon surfaces can carry such charge, so the spill-over result should not be applied to them without knowing it. A metal contact or other dopants also change the result.

### Comparison with real growth

The chosen \(\Delta\), temperature and growth rate are rough values for low-temperature antimony-doped silicon epitaxy, not a calibration of a particular machine. Among the changes to the example's cap sized here, the assumed 5 K error is the largest, about 28 to 36 nm. This ranking depends on the assumed sizes: a stray flux that dopes the crystal close to the target concentration would lengthen the cap by more. The rule \(z_{1000}=\Delta\ln1000\) is useful for design when \(\Delta\) has been measured at the same temperature and growth rate, the coverage is low, desorption is much slower than burial, and the stray doping lies well below the target. The main values used here are collected in the numerical output.

## Table of computed values

```
INPUTS (rough typical values)
ratio Delta = 20.0 nm
concentration at shut-off c0 = 1.00e+18 cm^-3
growth rate = 0.10 nm/s
growth temperature = 650 K
MAIN RESULT
initial surface density s0 = 2.000e+12 cm^-2
surface site density = 6.781e+14 cm^-2
initial coverage = 0.295 percent
ln 1000 = 6.9078
cap for factor 10 = 46.05 nm
cap for factor 100 = 92.10 nm
cap for factor 1000 = 138.16 nm = 1.3816e-07 m
same cap from 0.01 nm slices = 138.19 nm
growth time of cap = 1382 s
concentration at cap end = 1.00e+15 cm^-3
antimony buried in cap = 1.998e+12 cm^-2
antimony left on surface = 2.00e+09 cm^-2
NON-CONSTANT RATIO, start at half coverage
first tenfold fall takes 25.91 nm
third tenfold fall takes 45.69 nm
constant ratio: each takes 46.05 nm
NEGLECTED EFFECTS ON THE THOUSANDFOLD CAP
assumed change of Delta: tenfold per 50 K
5 K hotter: Delta = 25.18 nm, cap = 173.9 nm
5 K colder: Delta = 15.89 nm, cap = 109.7 nm
stray-flux doping = 1.0e+14 cm^-3
cap change, stray flux = +2.11 nm
atomic layer spacing = 0.1358 nm
cap change, atomic layers = +0.47 nm
cap change, site blocking = -0.118 nm
desorption: attempt rate 1e+13 1/s, barrier 2.5 eV
desorption rate = 4.1e-07 1/s
burial rate v/Delta = 5.0e-03 1/s
cap change, desorption = -0.0114 nm
bulk diffusion: D0 0.2 cm^2/s, energy 3.65 eV
bulk diffusion coefficient = 1.0e-29 cm^2/s
bulk diffusion length = 1.7e-06 nm
ELECTRONS AT 300 K, relative permittivity 11.7
Debye length at c0 = 4.09 nm
Debye length at cap end = 129.3 nm
Debye length equals Delta at 4.18e+16 cm^-3
electron density at cap end = 1.06e+16 cm^-3
electrons per donor there = 10.6
electron density falls only by factor 94
```
